# Why the Full Heat-Flux Autocorrelation Sum Vanishes and What Replaces It

Take a heat-flux record of just two samples, $a$ and $b$. Their mean is $(a+b)/2$, so the deviations from it are $+\delta$ and $-\delta$ with $\delta=(a-b)/2$. The autocorrelation at lag zero is $c_0=\tfrac12(\delta^2+\delta^2)=\delta^2$. At lag one there is a single pair, so $c_1=\tfrac12(\delta)(-\delta)=-\tfrac12\delta^2$, and lag $-1$ gives the same. Over all lags,

$$c_{-1}+c_0+c_1=-\tfrac12\delta^2+\delta^2-\tfrac12\delta^2=0 .$$

The values of $a$ and $b$ do not matter. Subtracting the mean forced the deviations to cancel, and the sum over lags records that cancellation, not any property of the material.

## The identity for any record

Let $J_1,\dots,J_N$ be one Cartesian component of the volume-averaged heat-flux density, sampled at spacing $h$ over a run of length $T_r=Nh$. Define $\bar J=N^{-1}\sum_nJ_n$, $d_n=J_n-\bar J$ and

$$c_k=\frac1N\sum_{n=1}^{N-|k|}d_n\,d_{n+|k|},\qquad |k|<N .$$

Every ordered pair $(n,m)$ has exactly one lag $k=m-n$, so summing over lags sums over all pairs:

$$\sum_{|k|<N}c_k=\frac1N\sum_{n,m}d_nd_m=\frac1N\Big(\sum_nd_n\Big)^2=0,$$

because $\sum_nd_n=N\bar J-N\bar J$. Neither equilibrium nor stationarity was used.

The conductivity follows from the Green–Kubo formula. In atomic units, with $k_B$ kept,

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty C(t)\,dt,\qquad C(t)=\langle J(0)J(t)\rangle ,$$

for cell volume $V$ and temperature $T$. Since $C$ is even, the integral is half of that over all times. With $C_k=C(kh)$ and $S=\sum_kC_k$ over all integers, $\kappa\approx VhS/(2k_BT^2)$ when $h$ is much shorter than the decay time of $C$. The estimate from lags up to $M$ is

$$\hat\kappa_M=\frac{Vh}{2k_BT^2}\sum_{|k|\le M}c_k=\frac{Vh}{k_BT^2}\Big(\frac{c_0}{2}+\sum_{k=1}^{M}c_k\Big).$$

The identity makes $\hat\kappa_{N-1}=0$. A running Green–Kubo integral built this way must return to zero at the last lag, whatever the true conductivity.

The common divisor $N$ matters. Dividing each lag by its number of pairs, $N-|k|$, breaks the identity, but the next section shows that this is no remedy.

## Where the missing area goes

Suppose now that the flux is stationary with true mean zero. Expanding the product of deviations gives

$$\langle d_nd_m\rangle=C_{m-n}-r_n-r_m+v,$$

$$r_n=\langle J_n\bar J\rangle=\frac1N\sum_mC_{n-m},\qquad v=\langle\bar J^2\rangle .$$

If the correlation time $\tau$ is much shorter than the run, the sum in $r_n$ captures nearly all of $S$, except for $n$ near the ends. Thus $r_n\approx S/N$. Since $v$ is the average of $r_n$, also $v\approx S/N$. One of the two negative terms is cancelled by $v$, and $N-|k|$ pairs contribute at lag $k$:

$$\langle c_k\rangle\approx\Big(1-\frac{|k|}{N}\Big)\Big(C_k-\frac SN\Big).$$

Subtracting the sample mean therefore lowers the whole curve by a small offset $S/N$. At any one lag it is small compared with $C_0$, though at long lags it can exceed $C_k$ itself; over all lags it removes the entire area.

Define the window $W=(M+\tfrac12)h$, so that $2W$ is the time covered by $2M+1$ samples, and let $x=W/T_r$. If $W\gg\tau$, the $C_k$ terms add up to about $S$. The offset terms need

$$\frac1N\sum_{|k|\le M}\Big(1-\frac{|k|}N\Big)=\frac{2M+1}{N}-\frac{M(M+1)}{N^2}=2x-x^2+\frac1{4N^2}.$$

Dropping the last term gives

$$\Big\langle\sum_{|k|\le M}c_k\Big\rangle\approx S(1-2x+x^2)=S(1-x)^2 .$$

The expected area thus drains away gradually as the window grows. For white noise $r_n=v=S/N$ holds without approximation. Keeping the $1/4N^2$ then gives $S(N-M)(N-M-1)/N^2$, which vanishes at $M=N-1$. For an exponentially correlated record with $N=1000$ and $\tau=10$ samples, the expectation was also computed from the full covariance matrix. For lags of at least 80 samples it differs from $S(1-x)^2$ by at most about $0.01\,S$.

With divisor $N-|k|$ the factor $1-|k|/N$ disappears, and the full sum has expectation

$$\sum_{|k|<N}\Big(C_k-\frac SN\Big)\approx S-\frac{2N-1}{N}S=-S\Big(1-\frac1N\Big).$$

The offset is now counted almost twice, and the expected conductivity is negative. For $N=1000$ the exact expectation is $-0.999\,S$ for white noise and $-0.916\,S$ for the correlated record above. The difference comes from the ends of the record, where $r_n\approx S/N$ fails.

## Keeping the mean does not rescue the full sum

At equilibrium the true mean flux is zero by symmetry, so one may decline to subtract $\bar J$. Regrouping the pairs as before, the full sum becomes $(\sum_nJ_n)^2/N=N\bar J^2$. Its expectation is

$$N\langle\bar J^2\rangle=\sum_{|k|<N}\Big(1-\frac{|k|}N\Big)C_k\approx S\Big(1-\frac{\tau}{T_r}\Big).$$

The last form holds for $C(t)=\sigma^2e^{-|t|/\tau}$ with $h\ll\tau\ll T_r$: the ratio of $\int|t|C\,dt=2\sigma^2\tau^2$ to $\int C\,dt=2\sigma^2\tau$ is $\tau$.

On average, then, the answer is nearly right. Its scatter is the difficulty. If the flux is Gaussian, so is $\bar J$, and $N\bar J^2=N\langle\bar J^2\rangle z^2$ with $z$ a standard normal variable. Since $\langle z^2\rangle=1$ and $\langle z^4\rangle=3$, the variance of $z^2$ is 2. The standard deviation is $\sqrt2$ times the mean for any run length. A longer run adds data but also adds lags whose noise enters the sum, and the two effects balance.

The same fact appears in Fourier space. Define the periodogram

$$P(\omega)=\frac1N\Big|\sum_nJ_ne^{-i\omega n}\Big|^2,$$

with $\omega$ in radians per sample. The full sum without mean subtraction is $P(0)$, the square of one random number. At the other Fourier frequencies $\omega_j=2\pi j/N$, $0<j<N$, a constant contributes $\bar J\sum_ne^{-i\omega_jn}=0$. Subtracting the mean therefore sets $P(0)$ to zero and leaves those other ordinates unchanged.

This locates the usable information. The conductivity is proportional to the true spectrum at zero frequency, $S(0)=S$, where $S(\omega)=\sum_kC_k\cos k\omega$. If this spectrum is continuous there, neighbouring ordinates estimate nearly the same quantity, and many can be averaged. If it varies appreciably within the spacing $1/T_r$, the run is too short. If it is not continuous at zero, this reasoning fails for any run length.

## Truncation is spectral smoothing

Let $P_d(\omega)=\sum_{|k|<N}c_ke^{-ik\omega}$ be the periodogram of the deviations, and let

$$D_M(\omega)=\sum_{|k|\le M}e^{ik\omega}=\frac{\sin[(M+\frac12)\omega]}{\sin(\omega/2)},$$

which is a geometric sum. Average the product over the $2N$ frequencies $\omega_j=\pi j/N$, the grid obtained by padding the record with $N$ zeros:

$$\frac1{2N}\sum_{j=0}^{2N-1}D_M(\omega_j)P_d(\omega_j)=\sum_{|k|\le M}\ \sum_{|k'|<N}c_{k'}\,\frac1{2N}\sum_{j=0}^{2N-1}e^{i(k-k')\omega_j}.$$

The last average is 1 if $k-k'$ is a multiple of $2N$ and 0 otherwise. Since $|k-k'|\le M+N-1<2N$, only $k'=k$ survives, leaving $\sum_{|k|\le M}c_k$. Cutting the lag sum is thus a weighted average of the spectrum around zero frequency. The weights change sign away from the central peak, so an estimate can come out negative even though the periodogram cannot. The first zero of the kernel is at $\omega=2\pi/(2M+1)$, or $1/(2W)$ in ordinary frequency: a shorter window averages over a wider band.

## What a window costs in the solvable model

From here on the flux is Gaussian with $C(t)=\sigma^2e^{-|t|/\tau}$ and $h\ll\tau\ll T_r$. Cutting at $W$ loses the fraction

$$\frac{\int_W^\infty e^{-t/\tau}dt}{\int_0^\infty e^{-t/\tau}dt}=e^{-W/\tau}.$$

For the scatter, take $W\ll T_r$ and neglect the ends of the record and the mean subtraction. For Gaussian variables, a product of four averages into products of pairs, so

$$\mathrm{Cov}(J_nJ_{n+k},J_mJ_{m+k'})=C_lC_{l+k'-k}+C_{l+k'}C_{l-k},\qquad l=m-n .$$

Summing over $l$ turns the first term into $B_{k'-k}$ and the second into $B_{k+k'}$, where $B_q=\sum_lC_lC_{l+q}$. Because the window is symmetric, reversing the sign of $k$ shows that both contribute equally. In continuous time,

$$\mathrm{Var}\Big(h\sum_{|k|\le M}c_k\Big)\approx\frac2{T_r}\int_{-W}^{W}\!\!\int_{-W}^{W}B(t-t')\,dt\,dt'=\frac2{T_r}\int_{-2W}^{2W}(2W-|s|)B(s)\,ds .$$

Here $B(s)=\int C(t)C(t+s)\,dt$. For $s>0$, the regions $t>0$ and $t<-s$ each give $\sigma^4(\tau/2)e^{-s/\tau}$. Between them the integrand is constant and gives $\sigma^4s\,e^{-s/\tau}$. Hence $B(s)=\sigma^4(\tau+|s|)e^{-|s|/\tau}$.

Extending the limits to infinity costs terms of order $e^{-2W/\tau}$, apart from powers of $W/\tau$. The two integrals needed are $\int B\,ds=4\sigma^4\tau^2$ and $\int|s|B\,ds=6\sigma^4\tau^3$. Dividing by the squared true area $(2\sigma^2\tau)^2=4\sigma^4\tau^2$ gives the relative variance

$$\frac2{T_r}\Big(2W-\frac{3\tau}2\Big)=\frac{4W-3\tau}{T_r}.$$

The mean square error, relative to $\kappa^2$ and without the small deficit $2W/T_r$ from mean subtraction, is

$$E^2=e^{-2W/\tau}+\frac{4W-3\tau}{T_r}.$$

Setting its derivative to zero gives $(2/\tau)e^{-2W/\tau}=4/T_r$, so

$$W_*=\frac\tau2\ln\frac{T_r}{2\tau},\qquad E_*^2=\frac{\tau}{T_r}\Big(2\ln\frac{T_r}{2\tau}-1\Big).$$

The second derivative is positive, so this is a minimum. As $T_r\to\infty$ the best window grows without limit, but only logarithmically, and the error tends to zero. The full sum lacks this convergence because its window grows in proportion to the run.

## Numbers for a 4 ns run

Take $\kappa=30$ W/(m K), or 0.0187 eV/(ps Å K), $\tau=10$ ps and $T=1000$ K. The cell is a cube of side 5.43 nm. The run lasts 4000 ps and is sampled every 1 ps. Since $\int_0^\infty C\,dt=\sigma^2\tau$, the rms flux is $\sigma=\sqrt{\kappa k_BT^2/(V\tau)}=16.1$ GW/m². The records are synthetic Gaussian series with these properties.

One such run gives the following running conductivity.

| Largest lag (ps) | $\hat\kappa$ (W/(m K)) |
|---:|---:|
| 10 | 22.2 |
| 26 | 32.7 |
| 100 | 35.5 |
| 400 | 29.1 |
| 1000 | 50.8 |
| 2000 | 39.2 |
| 3000 | 13.1 |
| 3999 | 0.0 |

The good value at 400 ps is luck: the variance formula gives a relative scatter of about 0.6 there. The later rise to 50.8 W/(m K) is noise, and the final zero is the identity.

The best window is $W_*=5\ln200=26.5$ ps, which means lags up to 26 ps. The lost tail is $e^{-2.65}=0.071$, and the predicted scatter is $\sqrt{(106-30)/4000}=0.138$. Over 4000 independent runs, the mean of $\hat\kappa/\kappa$ was 0.915 and its standard deviation 0.139. The mean agrees with $(1-26.5/4000)^2-0.071=0.916$. The total rms error was 0.163, or 4.9 W/(m K), and the smallest error among all windows occurred at 27.5 ps.

Longer windows exchange one error for another. With lags up to 100 ps the tail is negligible, but the scatter is 0.299, against 0.305 from the formula. With lags up to 2000 ps the mean ratio is 0.238, near the $(1-\tfrac12)^2=0.25$ expected from the mean-subtraction offset. The run in the table, at 1.31 times the true value there, lies two standard deviations above that mean.

Without mean subtraction, the full sum had mean ratio 1.001 and standard deviation 1.445 for 4 ns. For 1 ns the values were 1.002 and 1.384. Both scatters are close to $\sqrt2=1.414$, and quadrupling the run brought no improvement.

## Two other ways to gain degrees of freedom

**Averaging ordinates.** Skip $P(0)$ and average the next $m$ Fourier ordinates. In the model the spectrum relative to its zero-frequency value is $s_j=1/[1+(2\pi j\tau/T_r)^2]$. For a long run, the real and imaginary parts of each Fourier amplitude are nearly independent Gaussians of equal variance. Their summed square is exponentially distributed, with standard deviation equal to its mean. Treating different ordinates as independent, the average has mean $\sum_js_j/m$ and variance $\sum_js_j^2/m^2$, relative to $\kappa$ and $\kappa^2$.

For low frequencies $1-s_j\approx(2\pi j\tau/T_r)^2$, so the bias is about $\beta m^2$ with $\beta=(2\pi\tau/T_r)^2/3$. Minimising $\beta^2m^4+1/m$ gives $m^5=1/(4\beta^2)$, here $m=33$, which reaches 8.25 GHz. The runs gave mean 0.919, as predicted, and scatter 0.162 against 0.160. The rms error was 0.181, similar to that of truncation.

**Averaging blocks.** Divide the run into $B$ blocks of length $L$, each with $N_L=L/h$ samples and mean $\bar J_b$, and average $N_L(\bar J_b-\bar J)^2$. Because $\bar J$ is the mean of the block means, this equals the average of $N_L\bar J_b^2$ minus $N_L\bar J^2$. The first part has expectation $S(1-\tau/L)$ if $L\gg\tau$; the second is about $SL/T_r$. The mean ratio is therefore $1-\tau/L-L/T_r$.

Nearly independent blocks reduce the $\sqrt2$ scatter of each square to $(1-\tau/L)\sqrt{2/B}$. Forty blocks of 100 ps give a predicted mean of $1-0.1-0.025=0.875$ and a scatter of 0.201; the runs gave 0.878 and 0.202. With a single block, $\bar J_b=\bar J$ and the result is zero again.

Independent runs can likewise replace a window, provided their means are kept: averaging $R$ values of $N\bar J^2$ reduces the relative scatter to $\sqrt{2/R}$. If each run's own mean is subtracted, one averages $R$ zeros. For a single run, then, the indispensable ingredient is not a sharp cut as such. It is some procedure that draws on more than the zero-frequency ordinate.

## Beside real silicon

The parameters are rough values in the regime of crystalline silicon at 1000 K, with a lattice constant of about 0.54 nm and ten cells per side. One assumption that clearly fails is the single correlation time. A better, still rough, picture is a Debye solid with phonon lifetimes proportional to $\omega^{-2}$. The density of modes grows as $\omega^2$, so each frequency interval carries equal conductivity. The longest wave that fits in the cell has about a tenth of the cutoff frequency, if only the acoustic branches are counted. With the mean correlation time kept at 10 ps, the slowest phonons then live roughly 350 ps. That mean is an assumption: a strictly linear dispersion with the same conductivity would require one several times shorter, and the lifetimes would shrink with it. The 26.5 ps window loses about a quarter of the conductivity, not 7%. For the same 4 ns run the best window moves to roughly 50 ps, with an rms error of about 27%. This uses the variance $4W/T_r$, which is only indicative when some lifetimes exceed the window.

In the same picture, waves too long for the cell would carry somewhat under or about a tenth of the bulk conductivity, depending on how the discrete waves of the cell are counted. No window can recover that part. With a Debye temperature of roughly 640 K, the quantum heat capacity is 2% below the classical one. A fast flux component as strong as the slow one, uncorrelated between samples, would add $\sigma^2$ to $S\approx2\sigma^2\tau/h$. That is a fraction $h/(2\tau)=5\%$. An oscillating component that stays correlated between samples can add more if its frequency is close to a multiple of the sampling rate. Part of the addition is genuine: a fast component decaying exponentially with time $\tau_f\ll h$ has true area $2\sigma^2\tau_f/h$ in these units, a fraction $\tau_f/\tau$ of the slow one. The excess is aliasing error, which sampling fine enough to resolve the fast component removes. Electronic heat conduction is left out. In this picture the slow phonons that carry appreciable heat call for a longer window than the mean correlation time suggests, and a longer run is needed to pay for it. For a given run the best window remains a compromise between lost tail and scatter; here it stays well below the longest lifetime. The remaining figures are in the numerical output below.

## Calculated quantities

```
integer data: full lag sum, common divisor = 0
integer data: full sum / c_0, divisor N-|k| = -44.644
exact expectation, N-|k| divisor, white noise: -0.9990 S
same, correlated (N=1000, tau=10 samples): -0.916 S
largest error of (1-window/run)^2 law there: 0.0100
model conductivity: 30.0 W/(m K)
  converted: 0.01872 eV/(ps angstrom K)
temperature: 1000 K; correlation time: 10 ps
lattice constant: 0.543 nm; cell side: 5.43 nm
run: 4000 ps; sampling: 1 ps; samples: 4000
rms heat flux: 16.08 GW/m^2
one run, running conductivity:
  up to lag 5 ps: 14.158 W/(m K)
  up to lag 10 ps: 22.179 W/(m K)
  up to lag 26 ps: 32.706 W/(m K)
  up to lag 100 ps: 35.515 W/(m K)
  up to lag 400 ps: 29.060 W/(m K)
  up to lag 1000 ps: 50.830 W/(m K)
  up to lag 2000 ps: 39.154 W/(m K)
  up to lag 3000 ps: 13.107 W/(m K)
  up to lag 3999 ps: 0.000 W/(m K)
ensemble: 4000 runs; largest |full-sum ratio|: 2.1e-14
mean kept, 4 ns: mean 1.001, std 1.445
mean kept, 1 ns: mean 1.002, std 1.384
best window, formula: 26.5 ps; used: 26.5 ps
best window, measured: 27.5 ps
lost tail at used window: 0.0707
lag 26 ps: mean ratio 0.915, std 0.139, std formula 0.138
lag 100 ps: mean ratio 0.954, std 0.299, std formula 0.305
lag 2000 ps: mean ratio 0.238, std 0.535
rms error, used window: 0.163 = 4.9 W/(m K)
smoothing: 33 ordinates, up to 8.25 GHz
  mean ratio 0.919, formula 0.919
  std 0.162, formula 0.160, rms error 0.181
blocks: 40 of 100 ps
  mean ratio 0.878, formula 0.875
  std 0.202, formula 0.201
neglected effects (rough sizes):
  slowest phonon lifetime in cell: 359 ps
  tail lost at used window, spread lifetimes: 0.259
  best window, spread lifetimes: 46 ps, rms error 0.27
  conductivity share of waves too long for cell: 0.102
  quantum/classical heat capacity: 0.980 (Debye temperature 640 K)
  aliasing of an equally strong fast flux: 0.050
```
